Why standing waves slow resist development at unchanged mean rate

**Question.** A photoresist film on a reflecting wafer is exposed by light that forms a standing wave in it. Afterwards the dissolution rate alternates with depth between fast and slow layers. Suppose that the rate averaged over depth equals that of a film without such layers. Why does the developer still take longer to reach the substrate, and by what factor is the front slowed?

**Answer.** The developer has to cross every layer, and it stays longest in the slow ones. A slow layer costs more time than an equally thick fast layer saves.

Two layers already show this. Let each have thickness d, with rates r₀(1 + b) and r₀(1 − b), where 0 < b < 1. Their mean rate is r₀. The time to cross both is

d/[r₀(1 + b)] + d/[r₀(1 − b)] = 2d/[r₀(1 − b²)],

because the two numerators add to (1 − b) + (1 + b) = 2. The average speed, 2d divided by this time, is r₀(1 − b²), which is less than r₀. The order of the layers does not matter.

**The average that counts**

Consider a wide clear area with a flat front at depth z, measured downward from the surface. Let the local rate r(z) be positive and depend on depth alone. Then

dz/dt = r(z), so t = ∫ dz/r(z).

Over a thickness H the average speed is V = H/t = 1/⟨1/r⟩, where ⟨ ⟩ denotes an average over depth. This is the harmonic mean of the rate. The Cauchy-Schwarz inequality, applied to √r and 1/√r, gives

1 = ⟨√r · (1/√r)⟩² ≤ ⟨r⟩⟨1/r⟩, hence V ≤ ⟨r⟩.

Equality requires √r to be proportional to 1/√r, which means a uniform rate. Any layering therefore slows the front relative to a uniform film of the same mean rate.

A modulation in time behaves differently. If the rate is uniform in depth but varies as r₀[1 + b cos(2πt/τ)], the depth dissolved is ∫ r dt. Over whole cycles the cosine integrates to zero and the mean speed is r₀. Here fast and slow intervals last equally long. In the layered film they are equally thick, so they last unequally long.

**The sinusoidal case**

Take the rate produced by a single standing-wave harmonic,

r(z) = r₀[1 + b cos(2πz/P)], 0 ≤ b < 1,

where P is the period and z is, for this integral, measured from the centre of a fast layer. To find the arrival time for |z| < P/2, substitute u = tan(πz/P). The half-angle identity and the differential are

cos(2πz/P) = (1 − u²)/(1 + u²), dz = (P/π) du/(1 + u²).

The rate becomes

r = r₀[(1 + b) + (1 − b)u²]/(1 + u²).

The factors 1 + u² cancel in dz/r, leaving

t(z) = (P/πr₀) ∫₀ᵘ du′/[(1 + b) + (1 − b)u′²].

With A = 1 + b and B = 1 − b, the standard integral of 1/(A + Bu²) is arctan(u√(B/A))/√(AB). Since AB = 1 − b²,

t(z) = [P/(πr₀√(1 − b²))] arctan[q tan(πz/P)], q = √[(1 − b)/(1 + b)].

As z runs from −P/2 to P/2, the tangent runs from −∞ to +∞ and the arctangent gains π. One period therefore takes P/[r₀√(1 − b²)], and

V = r₀√(1 − b²).

The integral of a periodic function over a whole period does not depend on where the period starts, so the result holds for any phase of the standing wave. The square root is the factor that multiplies the speed. The fractional loss of speed is 1 − √(1 − b²).

The same formula shows where the time goes. The fast half of a period is |z| < P/4, with u between −1 and 1. Crossing it takes (2P/πV) arctan q, which is a share (2/π) arctan q of the time P/V. Writing b = cos α gives q = tan(α/2), so

share of time in the fast half = arccos(b)/π.

This is one half at b = 0 and tends to zero as b tends to 1.

**Weak and strong modulation**

For small b, write r = r₀(1 + ε) and expand 1/(1 + ε) ≈ 1 − ε + ε². The linear term averages to zero, and ⟨ε²⟩ = b²/2. Hence V/r₀ ≈ 1 − b²/2: the slowing is of second order. At b = 0.1 the full factor is 0.995, and at b = 0.3 it is 0.954.

Near b = 1, factor 1 − b² = (1 − b)(1 + b) ≈ 2(1 − b), so V ≈ r₀√[2(1 − b)]. At fixed r₀ the speed then varies as the square root of the small rate r₀(1 − b) left at the nodes. At b = 0.99 the front moves at 0.141 of the mean rate. At b = 1 the rate vanishes quadratically at a node, the time integral diverges, and the front stalls.

**What the bake changes**

A post-exposure bake lets the dissolution inhibitor diffuse. Its concentration c obeys ∂c/∂t = D ∂²c/∂z². A component cos(2πz/P) keeps its shape, and two derivatives multiply it by −(2π/P)², so its amplitude decays as exp[−D(2π/P)²t]. With the diffusion length σ = √(2Dt), the modulation after the bake is

b′ = b exp(−2π²σ²/P²).

This uses two assumptions. The rate is linear in c, so rate and concentration have the same relative damping and the mean rate is kept. No inhibitor crosses the faces of the film, which suits a cosine whose extrema lie at those faces.

**A film on silicon**

Take exposure at 365 nm in a diazonaphthoquinone-novolac resist of refractive index 1.7 on bare silicon of index 6.5 + 2.7i. These are rough typical values. Downward and reflected waves at normal incidence interfere with period

P = 365 nm/(2 × 1.7) = 107.35 nm.

The amplitude reflection is ρ = |(1.7 − 6.5 − 2.7i)/(1.7 + 6.5 + 2.7i)| = 0.638. The intensity is proportional to 1 + ρ² plus an oscillation of amplitude 2ρ, so its relative contrast is 2ρ/(1 + ρ²) = 0.91 without absorption. For the rate, choose the round values b = 0.8 and r₀ = 50 nm/s. The local rate then runs from 10 to 90 nm/s. Let the film be ten periods thick, H = 1073.5 nm, with slow layers at both faces.

The speed factor is √(1 − 0.64) = 0.6, so

V = 0.6 × 50 nm/s = 30 nm/s, or 1.8 µm/min.

Clearing takes 1073.5/30 = 35.8 s, against 1073.5/50 = 21.5 s for a uniform film of the same mean rate. The front spends arccos(0.8)/π = 20.5 % of its time in the fast halves and 79.5 % in the slow halves.

Now bake for 60 s with D = 7.5 nm²/s, which gives σ = √(2 × 7.5 × 60) = 30 nm. The damping factor is 0.214, and b falls to 0.171. The speed factor rises to 0.985 and the clearing time drops to 21.8 s. In this linear model the bake removes nearly all of the delay without changing the mean rate.

**When the thickness is not a whole number of periods**

Compare t(z) with the steady advance z/V. Their difference is extremal where the local rate equals V, that is, where 1 + 0.8 cos(2πz/P) = 0.6. This gives cos(2πz/P) = −1/2 and z = ±P/3. At z = P/3, q = 1/3 and tan(π/3) = √3, so the arctangent is π/6 and t = P/(6V), whereas z/V = P/(3V). The front is ahead by P/(6V). By symmetry the difference has the opposite sign at −P/3. For any choice of starting and ending phase, the clearing time thus departs from H/V by at most P/(3V) = 1.19 s, or 3.3 % of 35.8 s. The bound stays the same as the film gets thicker, so its relative weight falls.

**How the model compares with a real resist**

A film about 1 µm thick on bare silicon is a realistic setting for strong standing waves at this wavelength; the values of b, r₀ and σ are model choices. The following estimates change one assumption at a time. Their integrals were evaluated numerically.

Absorption weakens the light on its way down. The fringe amplitude is the product of the downward and upward wave amplitudes, and their attenuations multiply to a constant. The mean intensity, proportional to exp(−αz) + ρ² exp[−α(2H − z)], does vary. Take a rate linear in intensity, α = 0.40 per µm, and the same film-averaged r₀ and b. The local mean rate then falls from 1.14 r₀ at the top to 0.89 r₀ at the bottom, where the relative modulation is therefore larger. Clearing takes 37.9 s, 6 % more than before.

A slow surface layer can be represented by multiplying the rate by 1 − 0.5 exp(−z/100 nm). The clearing times become 38.3 s with the standing wave and 22.9 s without it. Their ratio gives a speed factor of 0.597, close to 0.6, because the surface layer lengthens both clearing times by nearly the same fraction, 6 to 7 %. A factor common to all depths, such as a uniform change of rate with developer temperature, cancels from V/r₀ if b is held fixed.

Oblique light has a slightly longer fringe period. For a numerical aperture of 0.6 and a uniform source disc filling half of its radius (numerical aperture 0.3), fringes aligned at the silicon keep 96 % of their contrast at the film top in a scalar estimate of the dephasing. With polarisation and all reflections included, unpolarised light has a contrast of 0.86 in the top period, 95 % of the normal-incidence value.

The linear rate is a further assumption. Let the inhibitor fraction after exposure be m = exp{−0.7[1 + 0.907 cos(2πz/P)]}, then let it diffuse, and use the Mack dissolution model,

r/r_max = (a + 1)(1 − m)ⁿ/[a + (1 − m)ⁿ] + 0.001,

a = [(n + 1)/(n − 1)](1 − m_th)ⁿ,

with n = 5 and m_th = 0.5. Without any diffusion the nodes lie at the rate floor 0.001, the first harmonic is 1.19 of the mean, beyond the reach of the sinusoidal law, and the harmonic mean is only 0.015 of the arithmetic mean. To compare with b = 0.8 the image must already be partly smoothed. Choose the diffusion length, about 24.6 nm, so that the first harmonic of the rate is 0.8 of its mean. The harmonic mean is then 0.647 of the arithmetic mean, instead of 0.6, because the profile is not a pure sinusoid.

A further 30 nm of diffusion, making √(24.6² + 30²) = 38.8 nm in all, lowers the first harmonic to 0.196. The speed factor becomes 0.981, in agreement with the sinusoidal law at that modulation. The mean rate, however, falls by 5.5 % at this dose. The bake therefore speeds the front by 0.981 × 0.945/0.647 = 1.43, whereas the linear model gives 0.985/0.600 = 1.64. That the gain comes out smaller is particular to this dose and starting point. With 0.9 or 1.2 in place of 0.7 in the exponent, and the first harmonic again set to 0.8, the mean rate rises by 1.8 % or 11.8 % and the gain is 1.68 or 2.58. At 0.7, the same 30 nm bake gains a factor of about 5 when applied after 15 nm of diffusion, and about 43 when applied to the undiffused image, where the rate floor sets the starting speed. With a nonlinear resist, the gain from a bake cannot be read from b alone. Both the shape of the rate profile, which sets the starting factor of 0.647, and the shift of the mean rate have to be included.

Finally, the flat-front result needs a rate that depends on depth alone. A tilted path through such a film is longer at the same local rates, so it offers no shortcut. Near a pattern edge the rate also varies sideways, and developer may reach a slow layer around its end. The one-dimensional factor does not describe that case.

Numerical values quoted here were computed with a short program.
